# Embedding Potential: Surface Inverse and Limit of the Shifted Lattice Self-Energy

## Definitions and conventions

One electron moves in a real, local potential $V$, without a magnetic field. With $\kappa=\hbar^2/2m$,

$$H=-\kappa\nabla^2+V,\qquad (E-H)\,G=\delta .$$

A surface $S$ divides space into an interior I, which we want to keep, and an exterior II, which we want to eliminate. The normal $n$ points from I into II. The energy is $E+i\eta$ with $\eta>0$, so that exterior solutions decay at infinity; at the end $\eta\to0^+$ selects outgoing waves. I write $E$ for the complex energy too.

Inglesfield's embedding potential $\Sigma$ is the operator on $S$ that gives the normal derivative of every such exterior solution from its surface value:

$$-\kappa\,\partial_n\psi=\Sigma\,\psi\quad\text{on }S. \tag{1}$$

It is a generalized logarithmic derivative. The sign makes $\Sigma$ add to the Hamiltonian, as a self-energy does.

On a lattice of spacing $a$ the kinetic energy becomes a hopping $-t$ and an on-site term $2t$ per direction, with $t=\kappa/a^2$. The lattice self-energy is $\Sigma_L$. It is an energy, whereas in one dimension $\Sigma$ is an energy times a length, so the two cannot be equal. What will be shown is

$$a(\Sigma_L+t)\;\to\;\Sigma\qquad(a\to0). \tag{2}$$

## One dimension: the surface is a point

Let II be $x>0$. Up to a factor there is one decaying solution $\psi$, and (1) reads $\Sigma=-\kappa\psi'(0)/\psi(0)$. To connect this with a Green's function, write the two equations

$$\kappa G''+(E-V)G=\delta(x-x'),\qquad \kappa\psi''+(E-V)\psi=0 .$$

Multiply the first by $\psi$, the second by $G$, subtract and integrate over II. The potential terms cancel:

$$\psi(x')=\kappa\int_0^\infty(\psi G''-G\psi'')\,dx=\kappa\big[\psi G'-G\psi'\big]_0^\infty .$$

The upper limit vanishes because both functions decay. The lower limit enters with a minus sign. Now choose the Green's function $G_N$ with $G_N'=0$ at $x=0$:

$$\psi(x')=\kappa\,G_N(0,x')\,\psi'(0).$$

Letting $x'\to0$ gives $G_N(0,0)=\psi(0)/[\kappa\psi'(0)]$, hence

$$\Sigma=-\frac{1}{G_N(0,0)} . \tag{3}$$

Had we defined $G$ by $(H-E)G=\delta$, the minus sign would be absent.

**Limit: a uniform lead.** For $V=0$, $\psi=e^{ikx}$ with $\kappa k^2=E$, so $\Sigma=-i\kappa k$. Below the band edge $k=iq$ and $\Sigma=+\kappa q$, which is real. The two cases are the propagating and the evanescent branch of one complex band.

**Limit: a closed exterior.** With a hard wall at $x=L$, $\psi=\sin k(L-x)$ and $\Sigma=\kappa k\cot kL$. It has poles at $kL=\pi,2\pi,\dots$, where $\psi(0)=0$: these are the levels of the exterior with a hard wall at $S$. Its zeros, at $kL=\pi/2,3\pi/2,\dots$, are the Neumann levels, where $G_N$ diverges. At real energy (3) therefore needs care at isolated exterior levels.

**Numbers.** Take the free electron mass, $\kappa=0.0381$ eV nm², and an exterior barrier $V=V_b\cos^2(\pi x/2d)$ for $0<x<d$, followed by a flat lead at $V=0$. With $V_b=0.8$ eV, $d=0.5$ nm and $E=0.5$ eV, integrating the wave equation inward from the lead gives

$$\Sigma=(0.0939-0.0527i)\ \text{eV nm},$$

against $-0.1380i$ eV nm for the bare lead. Since $\mathrm{Re}(\psi'/\psi)=(\ln|\psi|)'$, the positive real part says that $|\psi|$ falls on entering the barrier, at a rate $0.0939/0.0381\approx2.5$ nm⁻¹.

Relation (3) was tested at $E=0.5+0.2i$ eV, with $G_N$ built from cosine functions. They gave $G_N(0,0)=(-6.475-4.096i)$ (eV nm)⁻¹, so

$$-\frac1{G_N}=\frac{6.475-4.096i}{6.475^2+4.096^2}=(0.1103-0.0698i)\ \text{eV nm},$$

which is also the value from the logarithmic derivative.

## What the imaginary part and the energy slope mean

The probability current is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Since $\hbar^2/m=2\kappa$,

$$\hbar j=2\kappa\,\mathrm{Im}(\psi^*\psi')=-2\,\mathrm{Im}\Sigma\,|\psi(0)|^2 .$$

Thus $-2\,\mathrm{Im}\Sigma$ measures escape into the exterior. At real energy $j$ is the same at $x=0$ and $x=d$, where it is that of a plane wave. Hence $\mathrm{Im}\Sigma=-\kappa k\,|\psi(d)/\psi(0)|^2$. In the example the intensity ratio is $0.0527/0.1380\approx0.38$.

For a bound state $E$ is real and $\psi$ can be taken real. Let a dot denote $\partial/\partial E$. Differentiating the exterior equation gives

$$\kappa\dot\psi''+(E-V)\dot\psi+\psi=0 .$$

Multiply by $\psi$, subtract $\dot\psi$ times the original equation, and integrate:

$$\int_0^\infty\psi^2dx=-\kappa\big[\psi\dot\psi'-\dot\psi\psi'\big]_0^\infty=\kappa\,\psi(0)^2\,\frac{\partial}{\partial E}\frac{\psi'(0)}{\psi(0)}=-\dot\Sigma\,\psi(0)^2. \tag{4}$$

So the slope of $\Sigma$ carries the exterior norm, although the exterior wave function has been eliminated. As the norm is positive, $\Sigma$ falls with energy between its poles wherever no wave can escape into the exterior and $\Sigma$ is real, as $\kappa k\cot kL$ does. With an open lead $\Sigma$ is complex, (4) does not apply, and $\mathrm{Re}\,\Sigma$ can also rise.

## Closing the interior problem

Let I be $-w<x<0$ with a hard wall at $-w$. Take a trial function $\phi$ that vanishes at the wall and is free at $x=0$. Multiply $H\psi=E\psi$ by $\phi^*$ and integrate by parts:

$$\int_I\phi^*(-\kappa\psi'')\,dx=\kappa\int_I\phi^{*\prime}\psi'\,dx-\kappa\,\phi^*(0)\psi'(0).$$

The last term is $+\phi^*(0)\Sigma\psi(0)$ by (1). Therefore

$$\kappa\int_I\phi^{*\prime}\psi'\,dx+\int_I\phi^*V\psi\,dx+\phi^*(0)\,\Sigma\,\psi(0)=E\int_I\phi^*\psi\,dx . \tag{5}$$

Conversely, if (5) holds for all $\phi$, undoing the integration by parts returns the Schrödinger equation inside and the matching condition (1) at the surface. The basis functions need not satisfy (1) individually. In operator form the interior Hamiltonian is $H+\delta(x)\,(\kappa\,\partial_x+\Sigma)$, with the delta function counted at full weight.

**Test on a whole system.** Attach a well of width 1 nm and depth 0.5 eV to the barrier. With 12 polynomials in the well and $\Sigma(E)$ evaluated at the level itself, (5) has a bound state at $E=-0.2343$ eV. Diagonalizing well, barrier and lead together gives the same value within the asserted $10^{-6}$ eV.

At this energy $\Sigma=0.184$ eV nm. A flat exterior would give $\kappa q=\sqrt{\kappa|E|}=\sqrt{0.0381\times0.2343}\approx0.094$ eV nm; the barrier makes the decay steeper. The slope is $\dot\Sigma=-0.1247$ nm. Normalize $\psi$ to one inside the well and let $r=-\dot\Sigma\,\psi(0)^2$ be the exterior norm from (4). The exterior share is then $r/(1+r)=0.0473$, and the wave function of the whole system gives the same share. Inverting, $r=0.0473/0.9527\approx0.050$ and $\psi(0)^2\approx0.40$ nm⁻¹.

The surface Green's function of the joined system, at $0.5+0.2i$ eV, also agrees between the two calculations: $(-1.450-5.030i)$ (eV nm)⁻¹. It differs from $G_N(0,0)$, which belongs to the exterior alone.

## A general surface

In three dimensions the steps are the same, but numbers become operators on $S$. The outward normal of II is $-n$, so Green's theorem gives

$$\psi(\mathbf r')=-\kappa\oint_S\big[\psi\,\partial_nG-G\,\partial_n\psi\big]dS .$$

With $\partial_nG_N=0$ on $S$ and $\mathbf r'$ taken to the surface,

$$\psi(\mathbf r_S')=\kappa\oint_SG_N(\mathbf r_S',\mathbf r_S)\,\partial_n\psi(\mathbf r_S)\,dS. \tag{6}$$

Can (6) be inverted? Suppose a surface function $f$ gives $\oint G_Nf\,dS=0$ on $S$. The decaying exterior solution with $\partial_n\psi=f$ then vanishes on $S$. It would be an eigenfunction of the exterior Hamiltonian with a hard wall at $S$. That operator is self-adjoint and has no complex eigenvalue, so for $\eta>0$ we get $\psi=0$ and $f=0$. The inverse exists on the range of (6), and

$$\Sigma=-\big[G_N\big|_S\big]^{-1}. \tag{7}$$

This is an inverse over the surface, $\oint\Sigma(\mathbf r,\mathbf r'')\,G_N(\mathbf r'',\mathbf r')\,dS''=-\delta_S(\mathbf r-\mathbf r')$, and not the reciprocal of each value. The embedding potential is in general nonlocal along $S$.

Equation (5) keeps its form, with $\phi^*(0)\Sigma\psi(0)$ replaced by $\oint\phi^*\Sigma\psi\,dS$. The total current through $S$ obeys $\hbar J=-2\,\mathrm{Im}\oint\psi^*\Sigma\psi\,dS$. For the norm, the argument that led to (4) gives

$$\int_{II}|\psi|^2=\kappa\oint_S(\psi^*\partial_n\dot\psi-\dot\psi\,\partial_n\psi^*)\,dS .$$

Insert $\kappa\partial_n\dot\psi=-\dot\Sigma\psi-\Sigma\dot\psi$ and $\kappa\partial_n\psi^*=-(\Sigma\psi)^*$. The terms with $\dot\psi$ cancel when $\Sigma$ is Hermitian, that is, at real energies with no open channel. What remains is $-\oint\psi^*\dot\Sigma\psi\,dS$.

**Limit: a uniform guide.** If transverse modes $\chi_n$ with thresholds $\varepsilon_n$ separate from the motion along the lead, $\Sigma$ is diagonal in them with entries $-i\kappa k_n$, where $\kappa k_n^2=E-\varepsilon_n$. Each mode repeats the one-dimensional result.

## The lattice version

Return to one dimension, with sites $x_j=ja$ and

$$(E-2t-V_j)\psi_j+t\psi_{j-1}+t\psi_{j+1}=0 .$$

Eliminate the sites $j\ge1$. Let $g$ be the inverse of $E-H$ restricted to them. Their equations have one source, $-t\psi_0$ on site 1, so $\psi_1=-t\,g_{11}\psi_0$. Inserting this in the equation of site 0,

$$(E-2t-V_0-\Sigma_L)\psi_0+t\psi_{-1}=0,\qquad \Sigma_L=t^2g_{11}=-t\,\frac{\psi_1}{\psi_0}. \tag{8}$$

The self-energy is a ratio of neighbouring amplitudes. Since $\psi_1/\psi_0\to1$, it diverges as $-t$. Adding $t$ leaves a forward difference:

$$a(\Sigma_L+t)=-\frac{\kappa}{\psi_0}\,\frac{\psi_1-\psi_0}{a}\;\to\;-\kappa\frac{\psi'(0)}{\psi(0)}=\Sigma .$$

This is (2). The subtracted $-t$ has a plain meaning: a site inside a chain has on-site energy $2t$, a free end has $t$. The factor $1/a$ in $\Sigma_L+t\approx\Sigma/a$ is the lattice form of $\delta(x)$.

The forward difference has a first-order error, which can be removed. Define

$$s=\Sigma_L+t-\tfrac12(E-V_0).$$

Continue the exterior solution to $j=-1$ by the equation at site 0, which gives $\tfrac12(E-V_0)=t-t(\psi_1+\psi_{-1})/(2\psi_0)$. Then

$$a\,s=a\left[-t\frac{\psi_1}{\psi_0}+t\frac{\psi_1+\psi_{-1}}{2\psi_0}\right]=-\frac{\kappa}{\psi_0}\,\frac{\psi_1-\psi_{-1}}{2a}. \tag{9}$$

This is a centred difference. If $V$ has a step at $S$, as for a well attached to a barrier, $V_0$ in $s$ must be the exterior limit $V(0^+)$; any other choice adds $\tfrac a2[V_0-V(0^+)]$ to $as$, an error of first order. For a $V$ that is smooth in the exterior the lattice solution itself is accurate to second order, so

$$a\,s=\Sigma+O(a^2),\qquad a(\Sigma_L+t)=\Sigma+\tfrac a2(E-V_0)+O(a^2). \tag{10}$$

**The surface inverse on the lattice.** Give the exterior half of site 0, with diagonal element $\tfrac12(E-V_0)-t$. Without a source its equation is $[\tfrac12(E-V_0)-t]\psi_0+t\psi_1=0$. Twice this is the full equation with $\psi_{-1}=\psi_1$, a mirror condition and hence the lattice form of zero slope. Eliminating the sites $j\ge1$ gives the corner element of the inverse:

$$g^N_{00}=\frac1{\tfrac12(E-V_0)-t-\Sigma_L}=-\frac1s .$$

So (3) has an exact lattice counterpart at finite $a$. The other half of site 0 belongs to the interior, because $E-2t-V_0-\Sigma_L=\tfrac12(E-V_0)-t-s$.

**Limit: a uniform chain.** With $\psi_j=e^{ijka}$ the dispersion is $E=2t(1-\cos ka)$, and (9) gives $as=-i\kappa\sin(ka)/a\to-i\kappa k$. The condition is $|k|a\ll1$. In a tight-binding model whose spacing is physical, $\Sigma_L$ keeps its own meaning and need not be near this limit.

**Numbers.** For the barrier at $E=0.5$ eV and $a=0.05$ nm, $t=15.240$ eV and $\Sigma_L=(-13.505-1.057i)$ eV. Hence

$$a(\Sigma_L+t)=0.05\times(1.735-1.057i)=(0.0867-0.0529i)\ \text{eV nm}.$$

The predicted first-order error is $0.05\times(0.5-0.8)/2=-0.0075$ eV nm. Removing it gives $0.0942$ for the real part; the continuum value is $0.0939$.

At $a=0.00625$ nm the raw $\Sigma_L$ has grown to $(-960.5-8.4i)$ eV, while the shifted and scaled value is $(0.0930-0.0527i)$ eV nm. The half-cell error falls from $3.7\times10^{-4}$ to $5.7\times10^{-6}$ eV nm, or from 0.34% to 0.005% of $|\Sigma|$. The last halving of $a$ reduces it by a factor 4.00, as second order requires.

## Why a hard wall on the lattice and zero slope in the continuum

The function $g_{11}$ in $\Sigma_L=t^2g_{11}$ belongs to a chain cut before site 1, so its amplitude vanishes at site 0. Its continuum partner is the hard-wall function $G_D$, not $G_N$. Let $u$ solve the wave equation with $u(0)=0$, $u'(0)=1$. For $x<x'$,

$$G_D(x,x')=-\frac{u(x)\,\psi(x')}{\kappa\,\psi(0)} .$$

The prefactor follows from the unit source: $\kappa$ times the jump of slope must be 1, and the Wronskian $u\psi'-u'\psi$ is constant and equals $-\psi(0)$ at $x=0$.

Differentiating in both arguments and going to the surface with $x<x'$ gives $-\psi'(0)/[\kappa\psi(0)]$, so $\Sigma=\kappa^2\,\partial_x\partial_{x'}G_D$. On the lattice the two derivatives are replaced by the two hops in $t^2g_{11}$.

To see where $-t$ comes from, set $x=x'=a$ and $U_0=(V_0-E)/\kappa$:

$$u(a)=a+\tfrac16U_0a^3+\dots,\qquad \frac{\psi(a)}{\psi(0)}=1-\frac{a\Sigma}\kappa+\tfrac12U_0a^2+\dots$$

Multiplying the two series, with $\tfrac16+\tfrac12=\tfrac23$,

$$\frac{\kappa^2}{a^2}G_D(a,a)=-\frac\kappa a+\Sigma+\frac{2a}3(E-V_0)+O(a^2). \tag{11}$$

Since $g_{11}\approx aG_D(a,a)$, the first term is $-at$. The linear coefficient is $\tfrac23$ here and $\tfrac12$ in (10), because the lattice solution that starts with $u_0=0$, $u_1=a$ has no cubic term at its first site. The limit is unaffected. At $0.5+0.2i$ eV and $a=0.02$ nm, the deviation from $\Sigma$ is $0.970+0.017i$ times the linear term of (11); the truncated sine basis gives $0.971$ for the real part. The ratio tends to 1 as $a\to0$.

## Several channels on the lattice

Let each site $j$ become a layer parallel to a planar $S$, with amplitude vector $\psi_j$ and layer Hamiltonian $h_j+2t$, where $h_j$ holds the transverse hopping and the potential. Neighbouring layers are coupled by $-t$ times the unit matrix. The elimination gives $\Sigma_L=t^2g_{11}$ as a matrix with $\Sigma_L\psi_0=-t\psi_1$, and (9) becomes

$$a\Big[\Sigma_L+t-\tfrac12(E-h_0)\Big]\psi_0=-\kappa\,\frac{\psi_1-\psi_{-1}}{2a}\to\Sigma\psi_0 .$$

A new condition appears. On surface functions that vary from site to site, $h_0$ is of order $t$ and the first-order correction $\tfrac a2(E-h_0)$ is of order $\kappa/a$. The limit therefore holds on smooth surface functions, not uniformly on all lattice vectors.

**Test on a strip.** Take hard walls 1 nm apart, $E=1$ eV, and the previous barrier multiplied by $2y/W$, where $W$ is the width and $y$ the transverse coordinate. The thresholds are 0.376, 1.504 and 3.384 eV, so one channel is open. For the bare lead $\Sigma_{11}=-0.154i$ and $\Sigma_{22}=+0.139$ eV nm. With the barrier, an eight-mode continuum calculation and the half-cell lattice at $a=0.0125$ nm give, in eV nm:

| element | continuum | lattice |
|---|---|---|
| 11 | $0.0817-0.0651i$ | $0.0817-0.0651i$ |
| 12 | $-0.0302-0.0068i$ | $-0.0302-0.0068i$ |
| 22 | $0.2112-0.0007i$ | $0.2112-0.0007i$ |

The evanescent channel 2 has acquired an imaginary part. A surface function $\chi_2$ can now leak out, because the barrier scatters it into channel 1. The outgoing amplitude there is linear in the surface function, so the flux is the squared modulus of one linear form, and $-\mathrm{Im}\Sigma$ has rank one. This requires $(\mathrm{Im}\Sigma_{12})^2=\mathrm{Im}\Sigma_{11}\,\mathrm{Im}\Sigma_{22}$. The output, printed to five decimals, gives $0.00683^2=4.7\times10^{-5}$ and $0.06508\times0.00072=4.7\times10^{-5}$.

Among the first three modes the largest error of the plain form $a(\Sigma_L+t)$ is $0.0195$ eV nm, and of the half-cell form $0.0003$ eV nm. The first-order term explains the former: for mode 3, where the barrier averages 0.8 eV over the width, it is $\tfrac12(0.0125)(1-3.384-0.8)\approx-0.020$ eV nm. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
kappa = hbar^2/2m: 0.038100 eV nm^2
Vb, d, E: 0.8 eV, 0.5 nm, 0.5 eV
lead wave number k: 3.6226 1/nm; kappa*k: 0.13802 eV nm
Sigma from log derivative, real E: 0.09391 -0.05269i eV nm
Im Sigma from transmitted flux: -0.05269 eV nm
complex test energy: 0.5 + 0.2i eV
G_N(0,0) from cosine basis: -6.47458 -4.09641i 1/(eV nm)
-1/G_N(0,0): 0.11030 -0.06978i eV nm
Sigma from log derivative: 0.11030 -0.06978i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.04 nm: 0.10262 -0.06502i eV nm
kappa^2 G_D(a,a)/a^2 + kappa/a, a=0.02 nm: 0.10637 -0.06726i eV nm
  its error / [2a(E-V0)/3] at the smaller a: 0.97076 +0.01696i (no unit)
lattice at real E: a (nm), t (eV), Sigma_L (eV)
  then a(Sigma_L+t) and half-cell form (eV nm)
0.05000 15.240 -13.505-1.057i | 0.08674-0.05285i | 0.09424-0.05285i
0.02500 60.960 -57.350-2.109i | 0.09024-0.05273i | 0.09399-0.05273i
0.01250 243.839 -236.475-4.216i | 0.09205-0.05270i | 0.09393-0.05270i
0.00625 975.355 -960.480-8.431i | 0.09297-0.05269i | 0.09391-0.05269i
finest a: error / [a(E-V0)/2]: 0.9945 +0.0026i
half-cell errors, coarsest and finest: 3.68e-04, 5.72e-06 eV nm
half-cell error ratio on last halving: 4.001
well: width 1.0 nm, depth 0.5 eV, basis functions 12
bound level, embedded / whole system: -0.234313 / -0.234313 eV
Sigma at bound level: 0.18379 eV nm
dSigma/dE at bound level: -0.12475 nm
exterior probability, from dSigma/dE / direct: 0.047269 / 0.047269
surface G at complex E, embedded: -1.45022 -5.03002i 1/(eV nm)
surface G at complex E, whole system: -1.45022 -5.03002i 1/(eV nm)
strip: width 1.0 nm, E 1.0 eV, thresholds 0.3760, 1.5041, 3.3843 eV
bare lead, open channel 1: 0.00000 -0.15419i eV nm
bare lead, evanescent channel 2: 0.13859 +0.00000i eV nm
strip Sigma_11, continuum: 0.08167 -0.06508i eV nm
strip Sigma_11, half-cell lattice a=0.0125 nm: 0.08169 -0.06509i eV nm
strip Sigma_12, continuum: -0.03017 -0.00683i eV nm
strip Sigma_12, half-cell lattice a=0.0125 nm: -0.03021 -0.00683i eV nm
strip Sigma_22, continuum: 0.21117 -0.00072i eV nm
strip Sigma_22, half-cell lattice a=0.0125 nm: 0.21124 -0.00072i eV nm
strip largest errors at a=0.0125 nm, plain / half-cell: 1.95e-02 / 3.48e-04 eV nm
```
